# Why Buckled Silicon Dimers Can Look Symmetric at Room Temperature

## What a symmetric image does not prove

A room-temperature tunnelling image of Si(001) can show dimers whose two atoms look equally high. Read as a snapshot, it says that the dimers are flat. That gives the wrong structure and the wrong picture of where the electrons sit.

Each dimer atom has four valence electrons. Two go into bonds to the layer below and one into the dimer bond, so one is left in a dangling bond. In a flat dimer the two dangling bonds are equivalent and share two electrons equally. In a buckled dimer charge moves towards the upper atom, whose dangling bond fills while that of the lower atom empties. The mirror-image tilt does the same with the atoms exchanged, at the same energy on a clean, undisturbed site.

The symmetric image is compatible with buckling if two separate conditions hold: the dimer flips many times during the measurement, and it spends equal times in the two tilts. A barrier of 0.1 eV bears on the first condition. By itself it fixes neither the flip rate, which also needs an attempt frequency, nor the second condition. The contributions are taken one at a time below, in electronvolts, angstroms, seconds and kelvins.

## Contribution 1: the attempt frequency

Let $q=z_1-z_2$ be the height difference of the two atoms, and keep the dimer centre fixed, so that $z_1=q/2$ and $z_2=-q/2$. With atomic mass $m_{\rm Si}$ the kinetic energy is

$$2\cdot\tfrac12 m_{\rm Si}\left(\frac{\dot q}{2}\right)^2=\tfrac12 M\dot q^2,\qquad M=\frac{m_{\rm Si}}{2}.$$

The simplest smooth potential with minima at $q=\pm h$ and a barrier $E_b$ between them is

$$V(q)=E_b\left(1-\frac{q^2}{h^2}\right)^2,\qquad V''(q)=-\frac{4E_b}{h^2}+\frac{12E_bq^2}{h^4}.$$

Hence $V''(\pm h)=8E_b/h^2$ and $V''(0)=-4E_b/h^2$. The angular frequencies in the well and on the inverted barrier are

$$\omega_0=\sqrt{\frac{8E_b}{Mh^2}},\qquad \omega_b=\frac{\omega_0}{\sqrt2}.$$

For the round values $E_b=0.1$ eV and $h=0.7$ Å, with $M=14.04$ u, this gives $\omega_0=3.35\times10^{13}$ rad/s. The attempt frequency is $\nu=\omega_0/2\pi=5.33\times10^{12}$ Hz. In this model it follows from the barrier, the buckling height and the silicon mass. Sideways motion of the dimer atoms, or substrate atoms that move along with them, would change the effective mass.

## Contribution 2: the barrier

Let $k$ be the rate of escape from one given tilt. Transition-state theory counts thermal crossings of $q=0$ in the escape direction, per unit population of the well. The mean one-way velocity is

$$\sqrt{\frac{M}{2\pi k_BT}}\int_0^\infty v\,e^{-Mv^2/2k_BT}dv=\sqrt{\frac{M}{2\pi k_BT}}\,\frac{k_BT}{M}=\sqrt{\frac{k_BT}{2\pi M}}.$$

With $b=E_b/k_BT$, the probability density at $q=0$, given that the dimer is in the well, is $e^{-b}/Z$, where $Z=\int_0^\infty e^{-V/k_BT}dq$. Thus

$$k_{\rm flux}=\sqrt{\frac{k_BT}{2\pi M}}\,\frac{e^{-b}}{Z}.$$

To evaluate $Z$ for large $b$, set $u=q^2/h^2-1$, so that $dq=h\,du/(2\sqrt{1+u})$:

$$Z=\frac h2\int_{-1}^\infty\frac{e^{-bu^2}}{\sqrt{1+u}}\,du\simeq\frac h2\int_{-\infty}^{\infty}e^{-bu^2}\left(1-\frac u2+\frac{3u^2}{8}\right)du.$$

The linear term integrates to zero, and the Gaussian average of $u^2$ is $1/(2b)$. Therefore

$$Z\simeq\frac h2\sqrt{\frac{\pi}{b}}\left(1+\frac{3}{16b}\right).$$

Inserting this, the temperature cancels from the prefactor:

$$k_{\rm flux}\simeq\frac{2}{h}\sqrt{\frac{E_b}{2\pi^2M}}\,e^{-b}\left(1-\frac{3}{16b}\right)=\nu e^{-b}\left(1-\frac{3}{16b}\right),$$

because $(2/h)\sqrt{E_b/2\pi^2M}=(1/2\pi)\sqrt{8E_b/Mh^2}$. The leading factor is the harmonic rate

$$k=\nu\,e^{-E_b/k_BT}.$$

At 300 K, $k_BT=0.02585$ eV, $b=3.868$ and $e^{-b}=0.0209$. Then

$$k=5.33\times10^{12}\times0.0209\ {\rm s^{-1}}=1.11\times10^{11}\ {\rm s^{-1}},$$

a mean residence time of 9 ps. With $\nu=10^{12}$ Hz the same barrier would give $2.1\times10^{10}$ s$^{-1}$, and with $10^{13}$ Hz it would give $2.1\times10^{11}$ s$^{-1}$. "Near $10^{11}$ per second" is therefore a statement about barrier and attempt frequency together.

The factor $e^{-b}$ also tells how rarely the dimer is flat: the probability density at $q=0$ is about 2% of that at either minimum. The dimer is mostly buckled even while it flips this fast.

## Contribution 3: corrections to the rate

**Well shape.** Integrating over the full well instead of its harmonic approximation gives $1.04\times10^{11}$ s$^{-1}$, or 0.93 of the harmonic rate. The leading correction, $3/(16b)=0.048$, accounts for most of this reduction; higher orders supply the rest.

**Recrossing.** Every classical escape crosses $q=0$ at least once in the escape direction, but some crossings turn back. The flux is thus an upper bound on the classical flip rate. A Langevin simulation with friction $0.5\,\omega_0$ gives $7.4\times10^{10}$ s$^{-1}$, about 0.71 of the flux rate. The friction is a chosen value, not one derived for silicon, so this factor shows the size of the effect for that damping only.

**Quantum motion.** Let $u_0=\hbar\omega_0/k_BT$. The classical partition function of the harmonic well is $1/u_0$; the quantum one is $\sum_n e^{-u_0(n+1/2)}=1/[2\sinh(u_0/2)]$. The rate is inversely proportional to it, so it gains the factor

$$\frac{\sinh(u_0/2)}{u_0/2}.$$

An inverted parabola transmits at energy $E$, measured from its top, with probability $1/(1+e^{-2\pi E/\hbar\omega_b})$. Let $u_b=\hbar\omega_b/k_BT$, $c=u_b/2\pi$ and $t=E/(ck_BT)$. Relative to the classical step, whose thermal integral is 1, the barrier factor is

$$c\int_{-\infty}^{\infty}\frac{e^{-ct}}{1+e^{-t}}dt=\frac{\pi c}{\sin\pi c}=\frac{u_b/2}{\sin(u_b/2)},\qquad 0<c<1.$$

The integral, call it $I$, follows by shifting the contour by $2\pi i$. The shift multiplies the integrand by $e^{-2\pi ic}$, and the enclosed pole at $t=i\pi$ has residue $e^{-i\pi c}$. So $I(1-e^{-2\pi ic})=2\pi i\,e^{-i\pi c}$, which gives $I=\pi/\sin\pi c$.

At 300 K the two factors are 1.031 and 1.015, together an increase of about 5%. The barrier factor diverges at $c=1$, which is 29 K here; there the parabolic treatment fails.

With the friction chosen here, none of these corrections changes the order of magnitude of $k$. Much weaker or much stronger friction would lower the rate further.

## Contribution 4: the measuring time

Label the tilts $s=\pm1$. With equal rates, $\dot p_+=-kp_++kp_-$ and $\dot p_-=kp_+-kp_-$. Subtracting gives $d\langle s\rangle/dt=-2k\langle s\rangle$, so the equilibrium autocorrelation is $e^{-2k|t|}$. The factor 2 arises because each flip changes $s$ by two units.

The average $\bar s$ over a measuring time $t_m$ has zero mean and variance

$$\langle\bar s^2\rangle=\frac{2}{t_m^2}\int_0^{t_m}(t_m-\tau)e^{-2k\tau}d\tau
=\frac{2}{t_m^2}\left[\frac{t_m}{2k}-\frac{1-e^{-2kt_m}}{4k^2}\right].$$

With $n=kt_m$, the mean number of flips, this is

$$\langle\bar s^2\rangle=\frac1n\left[1-\frac{1-e^{-2n}}{2n}\right].$$

For $n\gg1$ it tends to $1/n$: the tilt averages out. For $n\ll1$ it tends to $1-2n/3$: the measurement catches one tilt.

For $t_m=1$ ms at 300 K, $n=1.1\times10^8$ and the rms average tilt is $9.5\times10^{-5}$. At 40 K the harmonic rate is 1.3 s$^{-1}$, $n$ is about $10^{-3}$, and the rms value is very close to 1. With classical hopping, the same dimer then appears buckled in a single measurement.

## Contribution 5: what the microscope averages

Take a tip above one atom, with current proportional to $e^{-2\kappa(z-z_{\rm atom})}$ and $\kappa=\sqrt{2m_e\phi}/\hbar$, where $m_e$ is the electron mass and $\phi$ the work function. The atom sits at $sh/2$ relative to the dimer centre. Since $s=\pm1$,

$$e^{-2\kappa z}e^{\kappa hs}=e^{-2\kappa z}\left[\cosh\kappa h+s\sinh\kappa h\right].$$

The current is linear in $s$, so its time average contains just the mean tilt $m$. Suppose the feedback is slower than the flips and holds the mean current at one unit. Above the two atoms the tip heights are then

$$z_{1,2}=\frac{1}{2\kappa}\ln\left[\cosh\kappa h\pm m\sinh\kappa h\right],$$

and their difference is

$$z_1-z_2=\frac{1}{2\kappa}\ln\frac{1+m\tanh\kappa h}{1-m\tanh\kappa h}=\frac1\kappa\,{\rm artanh}(m\tanh\kappa h).$$

For $m=0$ the image is symmetric; for $m=1$ the difference is the full $h$. The symmetric image does not lie at the mean atomic height. It lies higher by $\ln(\cosh\kappa h)/2\kappa$, because the current weights the upper position more strongly. With $\phi=4$ eV, $\kappa=1.02$ Å$^{-1}$ and this lift is 0.12 Å for two fixed tilts; the thermal spread of $q$ in the double well at 300 K lowers it to 0.11 Å.

This current law ignores the different electronic character of the upper and lower atoms. The symmetry for equal populations does not depend on that neglect. If $I_\pm(x)$ is the current at lateral position $x$ for each tilt, mirror symmetry gives $I_-(x)=I_+(-x)$. The average $[I_+(x)+I_-(x)]/2$ is then even in $x$, provided that the tip respects the symmetry and does not itself favour a tilt.

## Contribution 6: equal populations

Suppose a defect, the tip or ordered neighbours lower one tilt by an energy $\Delta$. For equal well frequencies, $p_+/p_-=e^{\Delta/k_BT}$, and

$$m=\frac{e^{\Delta/k_BT}-1}{e^{\Delta/k_BT}+1}=\tanh\frac{\Delta}{2k_BT}.$$

The flip rate does not appear. Averaging for longer removes noise, but not this mean. For a single dimer, a nearly symmetric image needs $\Delta\ll2k_BT$, which is 0.052 eV at 300 K. With the two fixed tilts of this model:

- For $\Delta=0.02$ eV, $m=0.37$ and the apparent height difference is 0.23 Å.
- For $\Delta=0.10$ eV, $m=0.96$ and it is 0.66 Å, close to the full 0.70 Å.

In the second case let the shallow well keep its 0.1 eV barrier, so that the deep well has 0.2 eV. With the same prefactor, the dimer leaves the deep well at $2.3\times10^9$ s$^{-1}$. That is millions of flips per millisecond, yet the image shows a buckled dimer. Flips that outrun the measurement are therefore not sufficient for a symmetric image.

## Contribution 7: neighbours in the row

Neighbouring dimers in a row prefer opposite tilts. Model this by an energy $J\sum_i s_is_{i+1}$ with $J>0$. Flipping dimer $i$ costs $\delta E=-2Js_i(s_{i-1}+s_{i+1})$. Choose heat-bath rates, which obey detailed balance and reduce to $k$ when the neighbours cancel:

$$w_i=\frac{2k}{1+e^{\delta E/k_BT}}=k\left[1-\tanh\frac{\delta E}{2k_BT}\right].$$

The neighbour sum is 0 or $\pm2$, so with $\gamma=\tanh(2J/k_BT)$

$$w_i=k\left[1+\frac\gamma2s_i(s_{i-1}+s_{i+1})\right].$$

Each flip changes $s_i$ by $-2s_i$. Using $s_i^2=1$,

$$\frac{d\langle s_i\rangle}{dt}=-2\langle s_iw_i\rangle=-2k\left[\langle s_i\rangle+\frac\gamma2\left(\langle s_{i-1}\rangle+\langle s_{i+1}\rangle\right)\right].$$

An alternating pattern $\langle s_i\rangle=(-1)^iA$ decays at the rate

$$\lambda=2k(1-\gamma)=\frac{4k}{1+e^{4J/k_BT}}.$$

Diagonalizing the full master equation for rings of six and eight dimers at 300 K confirms that this is their slowest nonzero rate. At low temperature $\lambda\simeq4k\,e^{-4J/k_BT}$, so the activation energy rises from $E_b$ to $E_b+4J$. The extra $4J$ is the cost of turning one dimer against two satisfied neighbours.

For $J=0.025$ eV at 300 K, $\lambda=9.1\times10^9$ s$^{-1}$, which is 24 times slower than the free value $2k$; the exact factor depends on the choice of heat-bath rates. The averaging survives. Under detailed balance, a site's autocorrelation is a sum of decaying exponentials with positive weights adding to 1, none slower than $\lambda$. It is therefore at most $e^{-\lambda t}$, and

$$\langle\bar s^2\rangle\le\frac{2}{t_m^2}\int_0^{t_m}(t_m-\tau)e^{-\lambda\tau}d\tau\le\frac{2}{\lambda t_m}.$$

The rms average tilt is thus at most $4.7\times10^{-4}$. Coupling between rows is left out. If it produces lasting order, the neighbours act as a bias and the previous section applies.

## Weighing the contributions

For an unbiased dimer at 300 K, the margin is $kt_m\approx10^8$. Against it, a recrossing factor of 0.7, a quantum factor of 1.05 or a neighbour slowing of 24 is small. To bring $kt_m$ down to 1 at 300 K with $\nu$ held fixed, the barrier would have to be

$$k_BT\ln(\nu t_m)=0.02585\times22.4\ {\rm eV}\approx0.58\ {\rm eV}.$$

The symmetric image thus does not require a barrier as low as 0.1 eV, and it does not measure the barrier.

Cooling removes the margin for thermal flips. Flips driven by the tunnelling current or the tip field, which can keep a real image symmetric at low temperature, are not in this model. For a single dimer, $kt_m=1$ gives

$$T_f=\frac{E_b}{k_B\ln(\nu t_m)}\approx52\ {\rm K}.$$

For the row, the corresponding criterion $\lambda t_m=2$ gives about 100 K, since the activation energy has doubled. Here the neighbours matter greatly, although at 300 K they did not change the image. The row value holds for an isolated row that is long compared with the correlation length, about 170 dimers at 100 K. In a shorter row with free ends, an end dimer has one neighbour and turns at a cost of only $2J$. The activation energy then falls towards $E_b+2J$, and rows of 10 to 100 dimers freeze between about 83 and 94 K. If neighbouring rows are coupled by an energy $J'$ of the same form, the two-dimensional Ising model orders where $\sinh(2J/k_BT)\sinh(2J'/k_BT)=1$. With $J=0.025$ eV, a coupling of only $J'=0.001$ eV puts this near 200 K. Buckling can then appear on cooling because the populations become unequal, before the flips become slow. A tenfold longer measurement adds 2.3 to the logarithm of 22.4 and lowers the single-dimer value by about 10%.

These are estimates within the classical model. At 52 K the quantum factor is already about 4, which raises the flip rate and lowers the single-dimer freezing temperature by a few kelvins. This presumes incoherent hopping. The bare symmetric well has a ground-state tunnel splitting of about $9\times10^{-12}$ eV, which without damping would carry the dimer across in about 0.2 ms however cold it is. A bias of $10^{-10}$ eV between the tilts already suppresses this, and coupling to the substrate is expected to act in the same direction.

The bias has no comparable margin. At 300 K a few hundredths of an electronvolt suffice to make the buckling of a single dimer visible, however fast the flips. In the coupled row with $J=0.025$ eV, less is enough if the bias follows the alternating pattern: 0.005 eV between the tilts of each dimer already gives a mean tilt above 0.5. If the microscope resolves the two atoms, a symmetric image is therefore evidence of nearly equal average occupation of the two tilts, or of a flat dimer; by itself it cannot tell these apart. Resolving the buckling on cooling, away from defects, supports the flipping picture, but does not by itself exclude dimers that are flat when warm and buckle only when cold. Buckling seen only beside a defect is weaker evidence, because a defect could also tilt a dimer that is flat elsewhere. The numerical output below lists most of the values used here.

## Calculated quantities

```
barrier Eb = 0.100 eV; height difference h = 0.70 angstrom
temperature = 300 K; kT = 0.02585 eV; Eb/kT = 3.868
silicon mass = 28.0855 u; M = 14.0427 u
angular frequency omega0 = 3.349e+13 rad/s
attempt frequency nu = 5.331e+12 Hz
Boltzmann factor at 300 K = 0.02090
harmonic flip rate k = 1.114e+11 1/s
mean residence time 1/k = 8.98 ps
flux rate with full well shape = 1.039e+11 1/s
flux rate / harmonic rate = 0.932
Langevin friction = 0.50 omega0
Langevin flip rate = 7.38e+10 1/s
Langevin rate / flux rate = 0.71
quantum well factor at 300 K = 1.0306
quantum barrier factor at 300 K = 1.0153
rate if nu were 1e+12 Hz = 2.09e+10 1/s
rate if nu were 1e+13 Hz = 2.09e+11 1/s
measuring time t_m = 1.0 ms
mean number of flips in t_m = 1.114e+08
rms time-averaged tilt at 300 K = 9.47e-05
flip rate at 40 K = 1.34 1/s
rms time-averaged tilt at 40 K = 0.9996
work function = 4.0 eV; kappa = 1.0246 1/angstrom
symmetric image above mean atom height = 0.1160 angstrom
bias 0.00 eV: mean tilt = 0.0000, apparent difference = 0.0000 angstrom
bias 0.02 eV: mean tilt = 0.3686, apparent difference = 0.2252 angstrom
bias 0.10 eV: mean tilt = 0.9591, apparent difference = 0.6614 angstrom
escape rate from deep well, bias 0.10 eV = 2.33e+09 1/s
row coupling J = 0.025 eV
slowest row rate at 300 K = 9.120e+09 1/s
slowing relative to free dimer (2k/row rate) = 24.4
bound on rms tilt in row at 300 K = 4.68e-04
low-temperature activation energy of row = 0.2000 eV
freezing temperature, single dimer = 51.8 K
freezing temperature, coupled row = 100.5 K
total quantum factor at single-dimer freezing = 4.21
tunnelling crossover temperature = 28.8 K
```
